# Why nickel's lowest level does not identify its lowest term or configuration

**Question**

The ground level of the neutral nickel atom is $3d^8 4s^2\,{}^3F_4$. I want to check a nonrelativistic calculation, which has terms but no fine structure. Can I conclude from the ground level that $^3F$ should come out as the lowest term, below $3d^9 4s\,{}^3D$? And does it also follow that $3d^8 4s^2$ is the lowest configuration?

**Answer**

Neither conclusion follows, and for nickel both fail. The measured levels, averaged over $J$, put $^3D$ below $^3F$ by roughly 1 millihartree. Spin-orbit coupling pulls $^3F_4$ down from its term average by more than it pulls down $^3D_3$, and the difference is enough to reverse the order.

**Three different energies**

A level has a definite $J$ and contains $2J+1$ states. A term contains all the levels of given $L$ and $S$, and its energy is the average over its states,

$$E(\text{term})=\frac{\sum_J(2J+1)E_J}{\sum_J(2J+1)} .$$

A configuration average runs over all states of all terms of the configuration. Write

$$D=E({}^3F)-E({}^3D),\qquad s_F=E({}^3F)-E({}^3F_4),\qquad s_D=E({}^3D)-E({}^3D_3).$$

Subtracting the two lowest levels gives

$$E({}^3F_4)-E({}^3D_3)=D-(s_F-s_D).$$

If $0<D<s_F-s_D$, the lower level belongs to the higher term. For $D<0$ the level and term orders agree, with $^3F$ first. For $D>s_F-s_D$ they agree again, with $^3D$ first. The question is how wide the window is.

**The depths to first order**

I treat each configuration separately, with Coulomb repulsion and the one-electron coupling $\zeta\sum_i\mathbf l_i\cdot\mathbf s_i$ for the $3d$ electrons. In atomic units $\zeta=\tfrac{\alpha^2}{2}\langle r^{-1}dV/dr\rangle$, where $\alpha$ is the fine-structure constant and $V$ the central potential energy.

This operator is a vector in orbital space contracted with a vector in spin space. By the Wigner–Eckart theorem it acts within one term as $A\,\mathbf L\cdot\mathbf S$. Since $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$, the shift of a level is

$$\delta_J=\frac A2\,[J(J+1)-L(L+1)-S(S+1)].$$

The weighted sum $\sum_J(2J+1)\delta_J$ is the trace of $A\,\mathbf L\cdot\mathbf S$ over the term. It vanishes because each component of $\mathbf L$ has zero trace. The average therefore removes the first-order splitting.

To find $A$, take the state with $M_L=L$, $M_S=S$, where the expectation value of $A\,\mathbf L\cdot\mathbf S$ is $ALS$. In both cases this state is a single determinant, for which the coupling gives $\zeta\sum m_l m_s$.

- For $^3F$ of $d^8$, five $d$ electrons have spin up, with $\sum m_l=0$. Three have spin down in $m_l=2,1,0$. Hence $3A=-\tfrac12(2+1+0)\zeta$.
- For $^3D$ of $d^9s$, five $d$ electrons and the $s$ electron have spin up. Four $d$ electrons have spin down in $m_l=2,1,0,-1$. Hence $2A=-\tfrac12(2+1+0-1)\zeta$.

Both give $A=-\zeta/2$, each with the $\zeta$ of its own configuration. For $^3F$, $L(L+1)+S(S+1)=14$, so

$$\delta_4=3A=-\tfrac32\zeta_F,\qquad \delta_3=-A=\tfrac12\zeta_F,\qquad \delta_2=-4A=2\zeta_F .$$

For $^3D$ the corresponding sum is 8, so

$$\delta_3=2A=-\zeta_D,\qquad \delta_2=-A=\tfrac12\zeta_D,\qquad \delta_1=-3A=\tfrac32\zeta_D .$$

Thus $s_F=\tfrac32\zeta_F$ and $s_D=\zeta_D$, and the first-order window is

$$0<D<\tfrac32\zeta_F-\zeta_D .$$

The depth of the level $J=L+S$ is $|A|LS$. The $F$ term gains more mainly because its $L$ is larger: equal constants would give a width $\tfrac12\zeta_D$, and the difference between them adds $\tfrac32(\zeta_F-\zeta_D)$. Without spin-orbit coupling the window closes.

**Numbers for nickel**

I solved the neutral atom in each configuration with a spherical, spin-restricted, nonrelativistic, exchange-only local-density potential. The orbitals give $\zeta_F=3.559$ and $\zeta_D=3.242$ millihartree. The first-order window therefore ends at

$$1.5(3.559)-3.242\approx2.10\ \text{millihartree}.$$

Diagonalizing the Coulomb and spin-orbit matrices within each configuration gives $s_F=5.285$ and $s_D=2.952$ millihartree. The window then ends at 2.33 millihartree (0.063 eV). The measured $D$, roughly 1 millihartree (0.03 eV), lies inside. The model depths are about 20% too large (the $^3D_2$–$^3D_3$ interval about 30%, and the $^1D_2$–$^3D_3$ interval, set mainly by $G^2$, more than 50%): the measured levels give $s_F\approx4.4$ and $s_D\approx2.4$ millihartree, a window ending near 2.0, which still contains $D$.

The change in $s_D$ can be followed by hand. Both $^3D$ and $^1D$ have a $J=2$ level, and spin-orbit coupling mixes them. Their diagonal spin-orbit energies are $\zeta_D/2$ and 0. To find the off-diagonal element $v$, switch off the $3d$–$4s$ exchange for a moment. The energies are then those of a single $d$ hole, opposite in sign to those of a $d$ electron: $-\zeta_D$ for $j=5/2$ and $+\tfrac32\zeta_D$ for $j=3/2$. Each $j$ coupled to the $s$ spin gives one $J=2$ level, so the determinant of the $2\times2$ matrix is

$$\tfrac12\zeta_D\cdot0-v^2=-\tfrac32\zeta_D^2,\qquad v^2=\tfrac32\zeta_D^2 .$$

Exchange raises $^1D$ above $^3D$ by $\tfrac25G^2$, as derived below. With $G^2=0.0471$ hartree this is 18.84 millihartree. In millihartree, the lower eigenvalue is

$$\frac{1.621+18.84}{2}-\sqrt{\left(\frac{18.84-1.621}{2}\right)^2+\tfrac32(3.242)^2}\approx0.75 .$$

So $^3D_2$ drops by $1.62-0.75=0.87$, and the term average drops by $\tfrac5{15}(0.87)=0.29$. The level $^3D_3$ does not move, since it is the one $J=3$ level of $d^9s$. Its depth becomes $3.24-0.29=2.95$, as the diagonalization found.

In $d^8$, $^3F_4$ mixes with $^1G_4$ and $^3F_2$ with $^1D_2$, while $^3F_3$ is the one level with $J=3$. The lowering of $^3F_4$ increases $s_F$, and the lowering of $^3F_2$ reduces it through the average. The net change is small, from 5.34 to 5.29 millihartree.

With $D$ set to 1 millihartree, the low levels are as follows, in millihartree above $^3F_4$.

| Term | Levels |
|---|---|
| $^3F$ | $J=4$: 0; $J=3$: 7.228; $J=2$: 12.079 |
| $^3D$ | $J=3$: 1.334; $J=2$: 5.325; $J=1$: 9.440 |

The averages are

$$E({}^3F)=\frac{9(0)+7(7.228)+5(12.079)}{21}\approx5.29,$$

$$E({}^3D)=\frac{7(1.334)+5(5.325)+3(9.440)}{15}\approx4.29 .$$

The lowest level belongs to $^3F$, although the $^3F$ average is the higher one. The difference of 1.00 is the input $D$, so this model shows how the two orders coexist; it does not predict $D$.

**The configuration averages**

Now compare each triplet with the average of its own configuration, first without spin-orbit coupling. Let $F^k$ be the $3d$–$3d$ Slater integrals and $G^2$ the $3d$–$4s$ exchange integral, all without extra denominators.

*The configuration $3d^8 4s^2$.* Describe a determinant by its two empty $d$ spin-orbitals $a,b$. Removing either one from the full shell costs the same energy for every choice, because the full shell is spherical and has no net spin. Subtracting both removals counts the $a$–$b$ interaction twice, so it must be added back once:

$$E_{ab}=\text{constant}+J_{ab}-K_{ab}.$$

The closed $4s^2$ shell adds only a constant. For the $^3F$ determinant above, the holes have spin down and $m_l=-1,-2$. The multipole expansion of $1/r_{12}$ gives

$$J_{ab}=\sum_k c^k_{aa}c^k_{bb}F^k,\qquad K_{ab}=\sum_k (c^k_{ab})^2F^k,$$

where $c^k_{ab}$ is the angular matrix element of the normalized harmonic $C^k_q=\sqrt{4\pi/(2k+1)}\,Y_{kq}$.

For the diagonal elements $C^k_0=P_k(u)$, with $u=\cos\theta$. The angular density is proportional to $(1-u^2)^2$ for $|m_l|=2$ and to $u^2(1-u^2)$ for $|m_l|=1$. The averages of $u^2$ are $1/7$ and $3/7$; those of $u^4$ are $1/21$ and $5/21$. Inserting them in $P_2$ and $P_4$ gives $-2/7,\,1/7$ for $k=2$ and $1/21,\,-4/21$ for $k=4$.

For the off-diagonal elements, the product of the two orbital normalizations and the azimuthal integral gives $15/8$. Up to sign,

$$c^2_{ab}=\frac{15}{8}\sqrt{\frac32}\int_{-1}^{1}(1-u^2)^2u^2\,du=\frac27\sqrt{\frac32},$$

$$c^4_{ab}=\frac{15}{8}\,\frac{\sqrt5}{4}\int_{-1}^{1}(1-u^2)^2(7u^4-3u^2)\,du=-\frac{\sqrt5}{21}.$$

Their squares are $6/49$ and $5/441$. The $k=0$ exchange element vanishes by orthogonality. Therefore

$$J_{ab}-K_{ab}=F^0-\left(\frac2{49}+\frac6{49}\right)F^2-\left(\frac4{441}+\frac5{441}\right)F^4
=F^0-\frac{72F^2+9F^4}{441}.$$

The configuration average replaces this by the mean over all 90 ordered pairs of different $d$ spin-orbitals. Pairs with $a=b$ may be included in the sum, since their $J$ and $K$ cancel. The direct terms then give $100F^0$; those with $k>0$ vanish because a full shell is spherical. For exchange, the addition theorem gives

$$\sum_{m,m'}(c^k_{mm'})^2=\frac{25}{2}\int_{-1}^{1}P_2^2P_k\,du,$$

which is 5 for $k=0$ and $10/7$ for $k=2$ and $k=4$. A factor 2 counts the two equal-spin cases, so

$$\frac{100F^0-2\left[5F^0+\tfrac{10}{7}(F^2+F^4)\right]}{90}
=F^0-\frac2{63}(F^2+F^4)=F^0-\frac{14F^2+14F^4}{441}.$$

Subtracting the $^3F$ energy,

$$E_{\rm av}-E({}^3F)=\frac{58F^2-5F^4}{441}.$$

With $F^2=0.4211$ and $F^4=0.2597$ hartree this is 52.4 millihartree.

*The configuration $3d^9 4s$.* The $s$ electron has exchange energy $-G^2/5$ with each $d$ electron of equal spin. The factor $1/5$ is $|\langle 2m|C^2_m|00\rangle|^2$, because $C^2_m=\sqrt{4\pi/5}\,Y_{2m}$ and $Y_{00}=1/\sqrt{4\pi}$. If the $d$ hole has the same spin as the $s$ electron, one such contribution is missing and the energy is higher by $G^2/5$. The $^3D$ determinant above has opposite spins, and half of the 20 determinants have equal spins. Hence

$$E_{\rm av}-E({}^3D)=\frac12\cdot\frac{G^2}{5}=\frac{G^2}{10},$$

or 4.7 millihartree. The same count gives the singlet–triplet separation. At $M_S=0$ and fixed $M_L$ there are two determinants, each raised by $G^2/5$. Their trace is the sum of the $^3D$ and $^1D$ energies, so $^1D$ lies $\tfrac25G^2$ above $^3D$.

Spin-orbit coupling leaves both configuration averages unchanged, since $\sum_i\mathbf l_i\cdot\mathbf s_i$ has zero trace over a configuration. It slightly lowers the two triplet averages through mixing, so the offsets become 52.59 and 5.00 millihartree. The configuration gap is then

$$E_{\rm av}(3d^84s^2)-E_{\rm av}(3d^94s)=1+52.59-5.00\approx49\ \text{millihartree}\quad(\text{about }1.3\ \text{eV}).$$

In this estimate, which combines the measured $D$ with single-configuration offsets, $3d^9 4s$ is clearly the lower configuration. Averaging the measured levels of the two configurations gives the same order with a somewhat smaller gap, about 42 millihartree. The gap is large because the terms of $3d^8 4s^2$ are widely spread and $^3F$ lies at the bottom of them.

**What to compare with your calculation**

Compare nonrelativistic terms with $J$-averaged measured terms. The average removes the first-order spin-orbit splitting. It does not remove relativistic shifts common to a whole term, or the second-order effects found above. In this model the latter lower $^3D$ by 0.29 and $^3F$ by 0.16 millihartree, which changes $D$ by about 0.1 millihartree. The former are not part of this model and are large on the scale of the window: at the Hartree–Fock level they change $D$ by about 13 millihartree (0.35 eV). They lower the penetrating $4s$ orbital relative to $3d$ and so favour the configuration with two $4s$ electrons; removing them raises $D$. The nonrelativistic $D$ should therefore be positive and larger than the measured 1 millihartree, so the comparison fixes the sign of $D$ but not its size.

A simple calculation may still put $^3F$ lowest. Single-configuration energies evaluated with the orbitals used here give $D=-52.2$ millihartree ($-1.42$ eV), with the wrong sign and a magnitude far beyond the window. With that $D$, even the configuration averages would change order, because without spin-orbit coupling $3d^94s$ is lower only for $D>-(52.43-4.71)\approx-47.7$ millihartree. The margin is only about 5 millihartree and depends on the orbitals, so other single-configuration calculations can give a negative $D$ and still keep $3d^94s$ as the lower configuration. A result of this kind is an error in the balance between the configurations, and the $^3F_4$ ground level should not be taken as evidence in its favour.

The window itself comes from a model without configuration mixing. Coulomb repulsion cannot mix $^3F$ with $^3D$, because it conserves $L$, but mixing with other configurations can change the depths. The numerical check compares the shifts and offsets with explicit determinant matrices.

## Computed values

```
One-electron ion, nuclear charge 5 : 3d splitting
  from zeta 1.027278e-04 hartree, Dirac 1.027463e-04 hartree
Nickel 3d^8 4s^2: -E/T = 1.0000011
  zeta(3d) = 3.559 millihartree
  F2(3d,3d) = 0.4211 hartree
  F4(3d,3d) = 0.2597 hartree
  G2(3d,4s) = 0.0454 hartree
  first-order shifts / zeta, lowest level first: -1.500 +0.500 +2.000
  first-order depth = 5.338 millihartree
  depth from diagonalization = 5.285 millihartree
  configuration average above triplet, no spin-orbit = 52.43 millihartree
  same, above J-averaged triplet with spin-orbit = 52.59 millihartree
Nickel 3d^9 4s: -E/T = 1.0000011
  zeta(3d) = 3.242 millihartree
  F2(3d,3d) = 0.3809 hartree
  F4(3d,3d) = 0.2334 hartree
  G2(3d,4s) = 0.0471 hartree
  first-order shifts / zeta, lowest level first: -1.000 +0.500 +1.500
  first-order depth = 3.242 millihartree
  depth from diagonalization = 2.952 millihartree
  configuration average above triplet, no spin-orbit = 4.71 millihartree
  same, above J-averaged triplet with spin-orbit = 5.00 millihartree
Window for D, first order: 0 to 2.095 millihartree
Window for D, diagonalization: 0 to 2.334 millihartree = 0.063 eV
Input D, rough measured size: 1 millihartree = 0.03 eV
Levels above the lowest level (millihartree), with 2J+1:
  3d^8 4s^2 3F4      0.000   9
  3d^9 4s 3D3        1.334   7
  3d^9 4s 3D2        5.325   5
  3d^8 4s^2 3F3      7.228   7
  3d^9 4s 3D1        9.440   3
  3d^8 4s^2 3F2     12.079   5
  3d^9 4s 1D2       24.283   5
J-averaged terms above the lowest level:
  3D: 4.285 millihartree
  3F: 5.285 millihartree
Configuration average of 3d^8 4s^2 minus that of 3d^9 4s: 48.6 millihartree = 1.32 eV
D from single-configuration energies with these orbitals: -52.2 millihartree = -1.42 eV
```
